# The Kramers transmission factor from linearised Langevin motion at a barrier top, part 2

A classical particle of mass $m$ moves in one dimension, with position $x$ and velocity $v$, from a reactant well to a product well over a barrier. We want its rate constant $k$ at temperature $T$. The equation of motion is

$$\frac{dx}{dt}=v,\qquad \frac{dv}{dt}=-\frac{V'(x)}m-g\,v+R(t). \tag{1}$$

Here $g$ is a rate: the friction force is $-mgv$. The random acceleration $R$ is Gaussian with zero mean and $\langle R(t)R(t')\rangle=C\,\delta(t-t')$, where

$$s^2\equiv\langle v^2\rangle=\frac{k_BT}{m},\qquad C=2g\,s^2. \tag{2}$$

The reactant minimum has energy zero and angular frequency $w_0$. The barrier top is at $x=0$, where $V(x)\approx E_b-\tfrac12mw^2x^2$, and $E_b\gg k_BT$. A further assumption is

* **A3.** A particle that enters a well reaches thermal equilibrium there before it next reaches the barrier top.

Under these assumptions the theorem, proved to leading order in $k_BT/E_b$, gives the Kramers rate

$$k=\kappa\,\frac{w_0}{2\pi}\,e^{-E_b/k_BT},\qquad \kappa=\sqrt{1+\Big(\frac g{2w}\Big)^2}-\frac g{2w}. \tag{3}$$

With $\kappa=1$ this is the transition-state rate. For weak friction $\kappa\approx1-g/2w$; for strong friction $\kappa\approx w/g$.

Near the top, the unstable coordinate $y=v+(\lambda+g)x$ obeys $dy/dt=\lambda y+R$, with growth rate $\lambda=\kappa w$. The other, decaying root is $-(\lambda+g)$. The late sign of $y$ decides the outcome. A particle at the top with velocity $v$ ends as product with probability

$$q(v)=\Phi\!\left(\frac v\sigma\right),\qquad \sigma^2=\frac{g\,s^2}\lambda, \tag{8}$$

where $\Phi$ is the standard normal distribution function and $\sigma^2$ is the variance of the noise contribution to the outcome. Averaging over thermal velocities gives $\kappa=s/\sqrt{s^2+\sigma^2}=\lambda/w$. The flux-weighted fraction of forward crossings that fail is $(1-\kappa)/2$.

### Where the regime ends

The weak-friction limit must not be carried to $g=0$ at a fixed barrier height, because A3 then fails. Friction removes energy at the rate $mgv^2$. In one round trip from the barrier top through a well and back, a weakly damped particle loses to friction, to first order in $g$,

$$\Delta E=g\oint mv^2dt=g\oint mv\,dx=gS,$$

where $S$ is the round-trip action at energy $E_b$. The noise does work at the rate $mvR$. Its mean is the heating rate $\tfrac12mC=gk_BT$. At exactly the barrier energy the trip would take infinitely long, but about $k_BT$ above it the trip lasts only several times $1/w$. For a high barrier this heating is therefore small against $gS$. By (2), the variance of the work over the trip is

$$2gs^2\oint m^2v^2dt=2k_BT\,gS .$$

The spread relative to the mean loss is $\sqrt{2k_BT/gS}$. If

$$gS\gg k_BT, \tag{11}$$

a particle that enters a well with about $k_BT$ above the barrier energy returns well below it, and needs a new thermal activation to leave. Condition (11) is A3 for weak friction. If it fails, particles return still able to cross, and escape drains the energetic part of the well population faster than the noise restores it. The true rate then lies below (3).

### A double well

The potential

$$V(x)=E_b\left[1-\left(\frac x{x_0}\right)^2\right]^2$$

has its minima at $\pm x_0$. Near the top $V\approx E_b-2E_bx^2/x_0^2$. Comparison with $E_b-\tfrac12mw^2x^2$ gives

$$w=\frac2{x_0}\sqrt{\frac{E_b}m}. \tag{12}$$

Near a minimum, $x=x_0+\xi$, the bracket is about $-2\xi/x_0$. Then $V\approx4E_b\xi^2/x_0^2=\tfrac12mw_0^2\xi^2$, so $w_0^2=8E_b/(mx_0^2)=2w^2$.

At energy $E_b$ the particle turns at $x=\sqrt2\,x_0$. With $z=x/x_0$, $E_b-V=E_bz^2(2-z^2)$, and the action is

$$S=2x_0\sqrt{2mE_b}\int_0^{\sqrt2}z\sqrt{2-z^2}\,dz=2x_0\sqrt{2mE_b}\;\frac{2\sqrt2}3=\frac83x_0\sqrt{mE_b}.$$

The integrand is the derivative of $-\tfrac13(2-z^2)^{3/2}$. Elimination of $x_0$ by (12) gives

$$\frac{gS}{k_BT}=\frac{16}3\,\frac gw\,\frac{E_b}{k_BT}. \tag{13}$$

This potential allows a test of the theorem without linearisation. Let $\rho$ now be a general, time-dependent density in $x$ and $v$. It is carried along by the motion, and the noise broadens the velocity variance at the rate $2gs^2$, which is diffusion with coefficient $gs^2$:

$$\frac{\partial\rho}{\partial t}=-v\frac{\partial\rho}{\partial x}+\frac{V'}m\frac{\partial\rho}{\partial v}+g\frac{\partial}{\partial v}\left(v\rho+s^2\frac{\partial\rho}{\partial v}\right).$$

A population difference between the wells decays at the rate $2k$, because both directions have rate $k$. The slowest odd solution was computed numerically. For $g/w=0.5$ it gives $k/k_{TST}=0.7626$ and $0.7726$ at $E_b/k_BT=10$ and 20, where $k_{TST}$ is the rate (3) with $\kappa=1$. Removing a correction proportional to $k_BT/E_b$ leaves 0.783, against 0.781 from the formula. For $g/w=2$ the extrapolated value is 0.415, against 0.414.

For $g/w=0.05$ and $E_b/k_BT=8$, equation (13) gives $gS/k_BT=2.13$, which does not satisfy (11). The full solution gives $k/k_{TST}\approx0.45$, while the formula gives 0.975. The formula has failed by a factor of two just where it predicts almost perfect transmission.

### Worked example: a fragment on a growing oxide

In atomic layer deposition of alumina, the precursor trimethylaluminium leaves methyl-bearing aluminium fragments on the surface. Consider a fragment with the mass of dimethylaluminium, 57 u, that hops between two sites 0.30 nm apart in the double well above. The barrier is 0.80 eV, the friction rate 5.0 per ps and the temperature 500 K. Apart from the mass, these are round model parameters, not results for a computed surface.

The thermal energy is 0.0431 eV, so $E_b/k_BT=18.57$. The thermal speed is $s=270.1$ m/s, and $\sqrt{E_b/m}=s\sqrt{18.57}=1164$ m/s. With $x_0=0.15$ nm, (12) gives

$$w=\frac{2\times1164\ \mathrm{m/s}}{0.15\times10^{-9}\ \mathrm m}=15.5\ \mathrm{ps^{-1}},\qquad w_0=\sqrt2\,w=21.9\ \mathrm{ps^{-1}}.$$

Then $g/2w=5.0/(2\times15.516)=0.1611$, and

$$\kappa=\sqrt{1+0.1611^2}-0.1611=1.0129-0.1611=0.852 .$$

The growth rate is $\lambda=\kappa w=13.2$ per ps. The share of forward crossings that fail is $(1-0.852)/2$, or 7.4%. Sampled Langevin trajectories on the parabola also give $\kappa=0.852$. For a start at the top with $v=0.5s$ they give a product probability of 0.789, and (8) gives 0.792. The sampling error of each trajectory result is about 0.003.

The transition-state rate is

$$\frac{21.94\times10^{12}\ \mathrm{s^{-1}}}{2\pi}\,e^{-18.567}=3.02\times10^4\ \mathrm{s^{-1}},$$

and the Kramers rate is $0.852$ times this, $k=2.57\times10^4\ \mathrm{s^{-1}}$. A pulse of 0.1 s contains about 2600 hops, back and forth together. With barrier and friction rate held fixed, the rate is $2.5\times10^2\ \mathrm{s^{-1}}$ at 400 K and $5.7\times10^5\ \mathrm{s^{-1}}$ at 600 K. This change comes from the exponential, since $\kappa$ does not depend on temperature at fixed $g$ and $w$. Between $g=1$ and 10 per ps, friction matters much less: at the same $w$, $\kappa$ is 0.968 at the lower end of this range and 0.728 at the upper end. At $g=1$ per ps, however, (13) gives $gS/k_BT=6.4$, so (11) is only marginally satisfied. The full classical rate is then about 0.8 times the transition-state rate, not 0.968 times.

### What the model leaves out

**Thermalisation and anharmonicity.** Equation (13) gives $gS/k_BT=31.9$, so (11) holds. This first-order estimate exceeds $E_b/k_BT=18.6$, so it is not the actual energy loss. Without noise, a particle that starts $k_BT$ above the barrier loses about $16\,k_BT$ in crossing the well and coming back to rest on the barrier side. A particle entering a well is therefore almost always trapped on its first pass. The full classical solution for this double well is 0.989 times the Kramers rate. The finite barrier height thus costs about 1%.

**Friction with memory.** Let the surroundings respond over a time $\tau$. Replace $-gv+R$ by an acceleration $f$ with

$$\frac{df}{dt}=-\frac{f+gv}\tau+\eta(t),$$

where $\eta$ is white noise of strength $D$. For a free particle, $dv/dt=f$. Stationary, uncorrelated $v$ and $f$ require $0=d\langle vf\rangle/dt=\langle f^2\rangle-gs^2/\tau$, and $0=d\langle f^2\rangle/dt=-2\langle f^2\rangle/\tau+D$. Hence $\langle f^2\rangle=gs^2/\tau$ and $D=2gs^2/\tau^2$. Conservative motion in a potential does not act on $f$, so in equilibrium the same Gaussian for $f$, independent of $x$ and $v$, holds at the barrier. At the barrier, seek $y=v+\alpha x+\beta f$ with $dy/dt=\lambda y+\beta\eta$. The coefficients of $x$, $f$ and $v$ give

$$\alpha=\frac{w^2}\lambda,\qquad \beta=\frac{\tau}{1+\lambda\tau},\qquad \lambda^2+\frac{g\lambda}{1+\lambda\tau}=w^2 .$$

The spread $\sigma^2$ now contains the initial $f$ and the later noise:

$$\sigma^2=\beta^2\left(\frac{gs^2}\tau+\frac{D}{2\lambda}\right)=\frac{gs^2}{\lambda(1+\lambda\tau)} .$$

Therefore $s^2+\sigma^2=s^2w^2/\lambda^2$, and $\kappa=s/\sqrt{s^2+\sigma^2}=\lambda/w$ still holds, with the new $\lambda$. For a chosen $\tau=0.02$ ps, $\kappa$ rises from 0.8518 to 0.8815, or by 3.5%. The friction cannot fully follow the particle as it leaves the top.

**Tunnelling.** For a frictionless parabola, let $E$ be the energy measured from the top, $e=E/\hbar w$ and $X=x\sqrt{mw/\hbar}$. Schrödinger's equation is $\psi''+(X^2+2e)\psi=0$. Far to the right the transmitted wave is $t\,X^{ie-1/2}e^{iX^2/2}$. Continue it through the upper half of the complex $X$ plane to the far left. There it becomes the reflected wave, because the incoming wave, with $e^{-iX^2/2}$, is exponentially smaller just above the negative axis. The power of $X$ acquires the factor $e^{i\pi(ie-1/2)}$, of modulus $e^{-\pi e}$. Reflection and transmission probabilities thus have the ratio $e^{-2\pi e}$. As they add to 1, the transmission probability is $1/(1+e^{-2\pi e})$.

Its thermal average, relative to the classical step at $E=0$, follows with $\vartheta=\hbar w/k_BT$, $a=\vartheta/2\pi$ and the substitution $r=e^{-2\pi E/\hbar w}$:

$$\int_{-\infty}^{\infty}\frac{e^{-E/k_BT}}{1+e^{-2\pi E/\hbar w}}\frac{dE}{k_BT}=a\int_0^\infty\frac{r^{a-1}}{1+r}dr=\frac{\pi a}{\sin\pi a}=\frac{\vartheta/2}{\sin(\vartheta/2)} .$$

The standard integral over $r$ requires $a<1$, that is, $T>\hbar w/2\pi k_B$, here 18.9 K. At 500 K the factor is 1.002.

**Quantised well.** With $\vartheta_0=\hbar w_0/k_BT$, the sum over levels $\sum_ne^{-\vartheta_0(n+1/2)}=1/[2\sinh(\vartheta_0/2)]$ replaces the classical $1/\vartheta_0$. The rate per reactant is multiplied by $\sinh(\vartheta_0/2)/(\vartheta_0/2)$, which is 1.005 here.

**A light particle.** For a mass of 1 u, with the potential, temperature and friction rate unchanged, $w$ rises to 117 per ps and $\kappa$ to 0.979. The tunnelling and well factors, for a parabolic top and a harmonic well, become 1.15 and 1.29. But $gS/k_BT$ falls to 4.2, so (11) is no longer well satisfied and 0.979 is not a reliable transmission factor: the full classical rate is only about 0.71 times the transition-state rate. The quantum enhancement and the classical reduction are then of similar size. Hydrogen transfer therefore needs a different treatment even in this simple potential.

**The real surface.** Deposition of alumina at roughly 400 to 600 K, with pulses of the order of 0.1 s, is the setting intended here. A real fragment is chemically bound, moves in many dimensions and meets sites that differ with the local structure and coverage. The chosen barrier does not establish that such a fragment is mobile. A barrier error of 0.05 eV changes the rate at 500 K by a factor of 3.2, far more than the 15% reduction due to friction. The many-dimensional motion also changes the prefactor, by an amount that this model cannot give. In this model, friction rates between 1 and 10 per ps change the classical rate at 500 K by a factor of at most about 1.3, roughly the effect of a barrier error of 0.01 eV. If the friction rate is known to lie in that range and the barrier error is clearly larger than 0.01 eV, effort spent on the barrier energy improves the rate more than a refined friction rate does. Outside that range friction can matter as much: the rate falls well below (3) when (11) fails, and it falls as $1/g$ when friction is strong. The numerical output below gives most of the values to further digits.

## Calculated quantities

```
mass = 57 u
barrier height = 0.80 eV
site separation = 0.30 nm
friction rate g = 5.0 1/ps
temperature = 500 K
kT = 0.04309 eV
Eb/kT = 18.567
barrier frequency w = 15.516 rad/ps
well frequency w0 = 21.943 rad/ps
g/(2w) = 0.1611
growth rate = 13.216 1/ps
decaying root = -18.216 1/ps
thermal speed s = 270.1 m/s
outcome spread sigma/s = 0.6151
kappa, formula = 0.8518
kappa, trajectories = 0.852
q at v=0.5s, formula = 0.792
q at v=0.5s, trajectories = 0.789
TST rate = 3.0162e+04 1/s
Kramers rate = 2.5692e+04 1/s
pulse time = 0.1 s
hops per pulse = 2569
Kramers rate at 400 K = 2.477e+02 1/s
Kramers rate at 600 K = 5.672e+05 1/s
kappa at g=1 1/ps = 0.9683
kappa at g=10 1/ps = 0.7284
g/w=0.5: k/kTST at Eb/kT=10, 20 = 0.7626, 0.7726
  extrapolated, formula = 0.7827, 0.7808
g/w=2.0: k/kTST at Eb/kT=10, 20 = 0.4013, 0.4081
  extrapolated, formula = 0.4149, 0.4142
weak friction case: g/w = 0.05, Eb/kT = 8
  gS/kT = 2.13
  k/kTST, full = 0.449
  kappa, formula = 0.975
example gS/kT = 31.9
full classical rate/Kramers rate = 0.9889
tunnelling factor = 1.00234
well quantisation factor = 1.00469
divergence temperature = 18.9 K
memory time = 0.02 ps
kappa with memory = 0.8815
barrier error = 0.05 eV
rate factor from barrier error = 3.19
1 u particle: w = 117.1 rad/ps
1 u particle: kappa = 0.9789
1 u particle: gS/kT = 4.23
1 u particle: tunnelling factor = 1.1470
1 u particle: well factor = 1.2891
```
